# Why a hot wafer can repel particles born above it

A silicon sphere of radius 50 nm is released in argon at 10 Torr, just above a wafer at 1000 K. A showerhead at 400 K faces the wafer from 20 mm above. In the model worked out below, with heat crossing the gap by conduction alone, the gas pushes the sphere upward with a force of $4.5\times10^{-5}$ eV/nm. Its weight is $7.5\times10^{-8}$ eV/nm, about 600 times less. The pressure is uniform, and no upward wind is needed. Where does the upward force come from?

## The belief and its appeal

The belief at issue is that particles formed in the gas above a wafer must fall onto it. It has good grounds. Silicon is far denser than the gas, the wafer lies underneath, and the process gas itself flows down from the showerhead. With gravity and drag alone, our sphere would settle at 0.018 cm/s and cover 1 mm in about 5.5 s.

That picture treats the gas as a passive medium that resists motion. A gas conducting heat is not passive: its molecules have an unequal distribution of velocities along and against the heat flow, and a small particle feels the difference. The resulting force is called thermophoresis.

## The velocity distribution in a conducting gas

Take a monatomic gas with molecular mass $m$, number density $n$ and temperature $T$. The algebra uses atomic units with $k_B=1$, so $T$ is an energy and $p=nT$. The height $z$ is measured upward from the wafer. Let $\mathbf c$ be a molecular velocity and $x=mc^2/2T$. The local Maxwellian is

$$f_0=\frac{p}{T}\left(\frac{m}{2\pi T}\right)^{3/2}e^{-x}.$$

At uniform pressure, $\ln f_0$ depends on position through $-\tfrac52\ln T-mc^2/2T$. Hence

$$\nabla\ln f_0=\left(x-\tfrac52\right)\nabla\ln T.$$

Assume that collisions restore the Maxwellian in a time $\tau$. The steady equation is $\mathbf c\cdot\nabla f=-(f-f_0)/\tau$. To first order in the gradient, $f$ on the left may be replaced by $f_0$:

$$f=f_0\left[1-\tau\left(x-\tfrac52\right)\mathbf c\cdot\nabla\ln T\right].$$

This relaxation-time closure is a model; another collision law can alter the shape of the correction. At fixed heat flux the effect on the force derived below is small: the next term of the Chapman–Enskog expansion changes it by about 2% for hard spheres and not at all for Maxwell molecules.

The unknown $\tau$ can be traded for the heat flux $\mathbf q$. Maxwellian averages, written $\langle\cdot\rangle$, are

$$\langle x^s\rangle=\frac{\Gamma(s+3/2)}{\Gamma(3/2)},$$

because the distribution of $x$ is proportional to $x^{1/2}e^{-x}$. Averaging over directions replaces $\mathbf c(\mathbf c\cdot\mathbf a)$ by $c^2\mathbf a/3$. With $\tfrac12mc^2=Tx$ and $c^2=2Tx/m$,

$$\begin{aligned}
\mathbf q&=\int\tfrac12mc^2\,\mathbf c f\,d^3c\\
&=-\frac{\tau n}{3}\frac{2T^2}{m}\left(\langle x^3\rangle-\tfrac52\langle x^2\rangle\right)\nabla\ln T\\
&=-\frac{5\tau pT}{2m}\nabla\ln T.
\end{aligned}$$

The last line uses $\langle x^3\rangle=105/8$ and $\langle x^2\rangle=15/4$, whose combination is $15/4$. Therefore $-\tau\nabla\ln T=2m\mathbf q/(5pT)$, and

$$f=f_0\left[1+\frac{2m}{5pT}\left(x-\tfrac52\right)\mathbf c\cdot\mathbf q\right].$$

Fast molecules, with $x>5/2$, are in excess along $\mathbf q$; slow ones are in excess against it. The net molecular flow is zero, since it is proportional to $\langle x^2\rangle-\tfrac52\langle x\rangle=15/4-15/4$. Momentum transfer to an obstacle carries one more power of speed than molecular flow does. It gives the fast molecules more weight, so it need not cancel.

## The force on a small sphere

Let the radius $R$ be much smaller than the mean free path $\lambda$. The sphere then hardly disturbs the molecules arriving at it. Those with velocity $\mathbf c$ strike its cross-section $\pi R^2$ at a rate proportional to $c$, each bringing momentum $m\mathbf c$:

$$\begin{aligned}
\mathbf F&=\pi R^2m\int c\,\mathbf c f\,d^3c\\
&=\pi R^2\frac{2m^2}{15T^2}\left(\frac{2T}{m}\right)^{3/2}
\left(\langle x^{5/2}\rangle-\tfrac52\langle x^{3/2}\rangle\right)\mathbf q.
\end{aligned}$$

Here $n/p=1/T$ was used. The averages are $12/\sqrt\pi$ and $4/\sqrt\pi$, so the bracket equals $2/\sqrt\pi$. With the mean molecular speed $\bar c=\sqrt{8T/\pi m}$,

$$\mathbf F=\frac{8\sqrt{2\pi}}{15}R^2\sqrt{\frac mT}\,\mathbf q
=\frac{32}{15}\frac{R^2\mathbf q}{\bar c}.$$

Departing molecules could in principle change this. For mirror reflection at angle of incidence $\chi$, the impact parameter is $R\sin\chi$ and the deflection angle is $\vartheta=\pi-2\chi$. The corresponding area is

$$2\pi R^2\sin\chi\cos\chi\,d\chi=\tfrac12\pi R^2\sin\vartheta\,|d\vartheta|.$$

This is a uniform distribution over directions, so the reflected molecules carry away no mean momentum.

For diffuse reflection, molecules leave symmetrically about the local normal, at the rate at which they arrive. The heat-flux correction to the arrival rate involves $c_n^2(x-\tfrac52)$ integrated over half of velocity space, where $c_n$ is the normal velocity. The integrand is even, so this is half the full integral, which vanishes by the no-flow condition above. Emission is therefore uniform around a sphere of uniform surface temperature, and its recoil cancels, even if the particle is hotter than the gas.

Since $\mathbf q=-\kappa\nabla T$, with $\kappa$ the thermal conductivity, the force points toward colder gas. Above a hot wafer, that is upward.

## Drag and drift

Now let uniform gas move past the sphere at a small velocity $\mathbf u$. Expanding the shifted Maxwellian gives $f=f_0(1+m\mathbf c\cdot\mathbf u/T)$. The incident momentum gives the force

$$\frac{\pi R^2m^2n}{3T}\langle c^3\rangle\mathbf u
=\frac83\sqrt{2\pi mT}\,nR^2\mathbf u,$$

because $\langle c^3\rangle=(2T/m)^{3/2}\,4/\sqrt\pi$.

This time diffuse recoil does not cancel. Let $\hat{\mathbf n}$ be the outward normal and $u_n=\mathbf u\cdot\hat{\mathbf n}$. The arrival rate per area changes by $-nu_n/2$, since the half-space integral of $c_n^2f_0$ is $nT/2m$. A molecule emitted at temperature $T$ carries mean normal momentum

$$\frac{nT/2}{n\sqrt{T/2\pi m}}=\tfrac12\sqrt{2\pi mT}.$$

Recoil acts along $-\hat{\mathbf n}$, so the extra force per area is $+\tfrac14n\sqrt{2\pi mT}\,u_n\hat{\mathbf n}$. Integrating $u_n\hat{\mathbf n}$ over the sphere gives $4\pi R^2\mathbf u/3$, and the recoil force is $(\pi/3)\sqrt{2\pi mT}\,nR^2\mathbf u$. This is $\pi/8$ of the incident part. If a fraction $\alpha$ of the molecules reflects diffusely, the drag coefficient is

$$\zeta=\frac83\sqrt{2\pi mT}\,nR^2\left(1+\frac{\pi\alpha}{8}\right).$$

A particle moving at $\mathbf V$ through gas at rest sees $\mathbf u=-\mathbf V$. Balancing $\mathbf F-\zeta\mathbf V=0$ gives

$$\mathbf V=\frac{\mathbf q}{5p(1+\pi\alpha/8)}.$$

The radius has cancelled: force and drag both grow as $R^2$.

For the example, take $\kappa=0.033\,(T/700\ \mathrm K)^{0.7}$ W/(m K), a rough description of argon. Conduction across the gap carries

$$q=\frac1H\int_{400\ \mathrm K}^{1000\ \mathrm K}\kappa\,dT=0.0983\ \mathrm{W/cm^2},$$

with $H=20$ mm. This is 983 W/m², and 10 Torr is 1333 Pa. With $\alpha=0.9$,

$$V=\frac{983}{5\times1333\times1.353}\ \mathrm{m/s}=10.9\ \mathrm{cm/s}.$$

The drift is about 600 times the settling speed of the 50 nm sphere. The third digit belongs to the fit for $\kappa$: a Lennard-Jones estimate of the argon conductivity lowers $q$ and $V$ by about 3%.

## How large must a particle be to fall?

Let $\rho$ be the particle density and $g$ the acceleration of gravity. Dividing the force by the weight gives

$$\frac{F}{(4\pi/3)R^3\rho g}=\frac{R_*}{R},\qquad
R_*=\frac{8q}{5\pi\rho g\bar c}.$$

Gravity gains on thermophoresis as $R$ grows, because weight scales with volume and the thermal force with area. Using $\rho=2.33$ g/cm³ and $\bar c=728$ m/s at the wafer temperature, $R_*=30$ µm. A sphere of radius 500 nm still feels an upward force 60 times its weight.

The value of $R_*$ must not be read as the real crossover. The mean free path at the wafer is 23 µm, so the condition $R\ll\lambda$ fails before $R$ reaches 30 µm. What follows safely is that, since $R_*>\lambda$ here, thermophoresis exceeds gravity throughout the range where the derivation applies.

For larger particles, an empirical interpolation due to Talbot multiplies the free-molecular force by

$$\frac{6C_s\mathrm{Kn}\,(k+C_t\mathrm{Kn})}{(1+3C_m\mathrm{Kn})(1+2k+2C_t\mathrm{Kn})}.$$

Here $\mathrm{Kn}=\lambda/R$, $k$ is the ratio of gas to particle conductivity, and $C_s=1.17$, $C_t=2.18$, $C_m=1.14$. With a rough silicon conductivity of 30 W/(m K), force and weight become equal near $R=20$ µm. At 500 nm the factor is 1.015, so the correction there is unimportant. These radii use the conduction flux; with the larger flux that the gas flow treated below produces at the wafer, $R_*$ becomes 34 µm and the interpolated crossover 22 µm.

## The smallest particles can still reach the wafer

A drift away from the wafer does not guarantee escape, because particles also diffuse. Let $P(h)$ be the probability that a particle born at height $h$ ever touches the wafer. In a short time $\delta t$ it moves by $V\delta t+\xi$, where the random part has mean zero and $\langle\xi^2\rangle=2D\delta t$. The probability of a later hit is the average of $P$ over the new position:

$$P(h)=P(h)+\left[VP'(h)+DP''(h)\right]\delta t.$$

Thus $DP''+VP'=0$. With $P(0)=1$ and $P\to0$ far away,

$$P=e^{-h/\ell},\qquad \ell=\frac DV=\frac{T}{\zeta V}=\frac TF.$$

The Einstein relation $D=T/\zeta$ was used. The length $\ell$ is the distance over which the thermal force does work equal to $T$. It falls as $1/R^2$. The condition far away assumes that the upward drift continues. With the showerhead flow it reverses higher up, so $P$ should be read as the chance of a hit before the particle has risen away and been swept out sideways. At 5 nm a later return would have to climb a barrier of nearly $40\,T$ and can be ignored; at 1 nm the barrier is only about $2\,T$.

At 1000 K, $T=0.0862$ eV. For $R=5$ nm the force is $4.50\times10^{-7}$ eV/nm, so $\ell=0.19$ mm. With the conduction value of the drift, a particle of this size born 0.5 mm above the wafer has a chance of roughly 7% of touching it; the gas flow treated below raises the drift near the wafer and lowers this chance to about 5%. As a test, a random walk with steps of 0.0025 mm and the corresponding upward bias gives 0.07359, against 0.07360 from the exponential.

For $R=10$ nm the chance drops below $10^{-4}$. For $R=1$ nm, however, $\ell$ is 4.8 mm and the estimate is 90%. That last figure is rough: the drift is not uniform over several millimetres, and at this size the diameter of an argon atom is no longer negligible. Even at 5 nm, adding an atomic radius of 0.17 nm to $R$ lowers the conduction estimate from 7% to 6%. It does show where the protection fails. Thermophoresis may dwarf gravity by a factor of 30,000, as it does for this particle, and still lose to Brownian motion.

## The gas flow from above

The strongest part of the original belief is the downward flow. Gas enters through the showerhead at 20 cm/s, faster than the thermophoretic drift. But the wafer is a solid wall, and the flow must turn aside before reaching it.

Write the vertical gas velocity as $w(z)$ and the radial velocity as $rU(z)$, where $r$ is the distance from the axis. For constant density, conservation of mass gives $w'=-2U$. Both $w$ and $U$ vanish at the wafer, so $w'$ vanishes there too, and $w$ starts as $z^2$.

For slow flow with constant viscosity $\eta$, the radial force balance is $\eta U''=-\Lambda$, where $\Lambda r$ is the outward pressure force per volume. With $U=0$ at both plates, $U=\Lambda z(H-z)/2\eta$. Requiring $w(H)=-W$, where $W$ is the inlet speed, gives $\Lambda=6\eta W/H^3$ and

$$w=-W\left(3\frac{z^2}{H^2}-2\frac{z^3}{H^3}\right).$$

At 1 mm this is 0.15 cm/s downward, far below the upward drift.

The example needs a better calculation, because the gas density changes with temperature and the flow carries heat. With $\rho_g\propto1/T$ the gas density and $c_p$ its heat capacity per mass, the equations are

$$\begin{aligned}
(\rho_gw)'+2\rho_gU&=0,\\
\rho_g(U^2+wU')&=\Lambda+(\eta U')',\\
\rho_gc_pwT'&=(\kappa T')'.
\end{aligned}$$

They express conservation of mass, radial momentum and heat. The viscosity follows from $\kappa$ through a Prandtl number $\eta c_p/\kappa=2/3$; the mean free path quoted above is $2\eta/\rho_g\bar c$.

Solved numerically, they give a downward gas speed of 0.22 cm/s at 1 mm. The 50 nm particle there has a net upward velocity of 12.1 cm/s. Higher up the gas flow wins. The two balance at $z=8.7$ mm, with the tiny settling speed included.

This height is vertically stable: below it the particle rises, above it the particle descends. Trajectories including inertia, started at rest at 1 mm and 18 mm, both ended within 0.01 mm of it after 3 s. That calculation follows vertical motion alone and leaves out Brownian motion, which spreads a 50 nm particle by about 0.08 mm around the balance height. In a real chamber the radial flow sweeps an off-axis particle outward. The constant-property flow has $U=3W/4H=7.5\ \mathrm{s^{-1}}$ at mid-gap. In the heated flow, where the gas expands, $U$ is about $12\ \mathrm{s^{-1}}$ near the balance height, so the distance from the axis grows by a factor $e$ in about 0.08 s. The particle's likely way out is sideways, toward the exhaust, if the pumping is arranged around the edge.

The shield depends on the heat flux. If the wafer and showerhead came to the same temperature, $q$ and $V$ would vanish, leaving settling, diffusion and any remaining downward flow. If the wafer became the colder surface, thermophoresis would drive particles onto it.

## How close is this to a reactor?

The example lies in the regime of low-pressure thermal silicon deposition, with rough rather than measured parameters. If the gas is hydrogen or nitrogen instead of argon, its molecules also carry internal energy, and the force formula needs the translational part of the heat flux, so the present numbers cannot be transferred directly. Heat convection is a sizeable correction even in argon: it changes the drift from the conduction value of 10.9 cm/s to 12.3 cm/s at the wafer and 7.2 cm/s at the showerhead. Film growth at an assumed 100 nm/min, counting one gas molecule for each deposited atom, induces a gas speed of order 0.09 cm/s, under 1% of the drift. The Rayleigh number is 2.1 with gas properties taken at 700 K, and about 25 with those at the showerhead; both are far below the value of about 1700 at which a gas layer between rigid plates begins to overturn. Electric charge can matter much more: for one elementary charge, a field of 450 V/cm balances the thermal force at $R=50$ nm, and since that force scales as $R^2$, 4.5 V/cm suffices at 5 nm. These fields use the conduction flux and rise by 13% with the flux at the wafer under flow. A plasma reactor therefore needs an electrical force balance as well. Particle growth, sticking between particles and gradients in precursor composition are also left out.

Within these conditions, being born above the wafer does not decide a particle's fate. For the 50 nm sphere at 1 mm above the wafer, gravity is the smallest of the three terms in the balance: 0.018 cm/s downward, against 0.22 cm/s downward from the gas flow and about 12 cm/s upward from the heat flux. The numerical output lists the corresponding forces and lengths for the other radii.

## Computed results

```
Pressure: 10 Torr
Wafer temperature: 1000 K
Showerhead temperature: 400 K
Gap: 20 mm
Inlet gas speed: 20 cm/s
Diffuse fraction alpha: 0.9
Silicon density: 2.33 g/cm3
Silicon conductivity (rough): 30 W/(m K)
Argon conductivity at 700 K: 0.033 W/(m K)
Conductivity temperature exponent: 0.7
Gas Prandtl number: 0.667
Conduction heat flux: 0.0983 W/cm2
Mean molecular speed at wafer: 728.0 m/s
Mean free path at wafer: 23.28 um
Thermophoretic drift: 10.90 cm/s
R(nm) F(eV/nm) weight(eV/nm) F/weight
1 1.799e-08 5.974e-13 3.011e+04
5 4.497e-07 7.467e-11 6.022e+03
50 4.497e-05 7.467e-08 6.022e+02
500 4.497e-03 7.467e-05 6.022e+01
R(nm) settling(cm/s) diffusion length(mm)
1 3.620e-04 4.791e+00
5 1.810e-03 1.916e-01
50 1.810e-02 1.916e-03
500 1.810e-01 1.916e-05
Force on 50 nm radius: 4.497e-06 eV/angstrom
Free-molecular crossover radius: 30.11 um
Talbot crossover radius: 20.46 um
Talbot/free force, R=500 nm: 1.015
Birth height for hit estimate: 0.5 mm
Wafer-hit probability, R=1 nm: 9.009e-01
Wafer-hit probability, R=5 nm: 7.360e-02
Wafer-hit probability, R=10 nm: 2.934e-05
Random-walk hit probability, R=5 nm: 7.359e-02
Inlet Reynolds number: 2.24
Inlet thermal Peclet number: 1.49
Drift at wafer with flow: 12.33 cm/s
Drift at showerhead with flow: 7.23 cm/s
Gas velocity at 1 mm: -0.224 cm/s
Net particle velocity at 1 mm: 12.08 cm/s
Balance height, R=50 nm: 8.71 mm
Velocity relaxation, R=50 nm: 18.46 us
Rayleigh number: 2.10
Radiation/thermophoretic force (R=50 nm): 2.06e-04
Assumed film growth rate: 100 nm/min
Growth-driven gas speed scale: 0.086 cm/s
Balancing field, one charge, R=50 nm: 449.7 V/cm
```
